Why Eu3+ and Sm3+ Depart from the Landé Curie Law

**What goes wrong**

Suppose the magnetic moment of a rare-earth ion is taken from its ground level J alone, through the Landé factor. For Eu3+ the prediction is no moment at all, since J = 0. For Sm3+ it is 0.85 μ_B. The model calculation below, which keeps all levels of the Hund term, gives 3.7 μ_B and 1.7 μ_B at 300 K. These are model values; mixing with other terms, discussed at the end, lowers them to about 3.3 μ_B and 1.6 μ_B. The temperature dependence is wrong too: a Curie law makes χT constant, whereas between 100 and 400 K the calculated χT doubles for Eu3+ and nearly triples for Sm3+. Anyone who reads ion concentrations, valences or exchange constants from such data with the Landé moment will get them wrong.

There are two causes. The magnetic field mixes neighbouring J levels, because L + 2S has matrix elements between them; this gives the Van Vleck terms. Heat also populates excited levels, which have moments of their own. For Sm3+ at room temperature the first cause dominates, and the Van Vleck term is about three times the Curie term of the ground level in the model, and about twice when other terms are mixed in. For Eu3+ the ground level has no Curie term, so its whole response is of Van Vleck type, and thermal population matters as well.

**The model**

The ion is free and stays within its Hund term, with total orbital and spin momenta L and S in units of ħ. With spin g-factor 2 and a field B along z,

H = λ L·S + μ_B B (L_z + 2S_z).

The field is weak: μ_B B is small compared with kT and with the level spacings. The susceptibility per ion is χ = −∂²A/∂B² at B = 0, where A is the free energy. Energies are in cm⁻¹, and molar susceptibilities are in CGS units, cm³/mol. The effective moment, in units of μ_B, is defined by

μ_eff² = 3kTχ/μ_B².

It is constant when a Curie law holds.

The constant λ follows from the one-electron coupling ζ Σ l_i·s_i. This operator is built from products of an orbital vector and a spin vector. By the Wigner–Eckart theorem, applied separately to orbit and spin, it acts within one term as a multiple of L·S. The multiple is found from the state with M_L = L and M_S = S, a single determinant. There only the l_z s_z parts have an expectation value, so

ζ Σ m_i m_s,i = λ L S.

Below half filling all spins are up and Σ m_i = L. The left side is ζL/2, hence λ = ζ/(2S). Above half filling the seven up-spin electrons contribute zero, and the down-spin electrons give −ζL/2, hence λ = −ζ/(2S).

Squaring J = L + S gives L·S = [J(J+1) − L(L+1) − S(S+1)]/2. Neighbouring levels therefore obey the Landé interval rule

E_J − E_(J−1) = (λ/2)[J(J+1) − J(J−1)] = λJ.

For Eu3+ (L = S = 3) the ground level is J = 0 and the first gap is λ. For Sm3+ (L = 5, S = 5/2) the ground level is J = 5/2 and the first gap is 7λ/2.

**Why the field mixes J levels**

Write the magnetic operator as

L + 2S = J + S.

J commutes with J², so it cannot connect different levels. Every off-diagonal element of L + 2S is therefore an element of S. Were the spin g-factor 1, the operator would be J itself and the Van Vleck terms would vanish. They exist because spin carries twice as much moment per unit of angular momentum as orbital motion does.

S is a vector operator, a tensor of rank one, so it connects J only to J and J ± 1. Within a level, the Wigner–Eckart theorem makes it proportional to J:

S → c_J J.

Taking the scalar product with J, which does not leave the level, fixes c_J through S·J = c_J J(J+1). From L = J − S one has L² = J² + S² − 2S·J, so

c_J = [J(J+1) + S(S+1) − L(L+1)]/[2J(J+1)],
g_J = 1 + c_J.

This is the Landé factor. At J = 0 it is not defined, but J gives zero there and so does the diagonal part of S.

**The size of the off-diagonal elements**

Let P_J project on level J, and define the total strength between two levels by

W(J′,J) = Σ_q Tr(P_J′ S_q P_J S_q), with q = x, y, z.

It is the sum of all squared elements of S between them, and it is symmetric in J and J′ because a trace may be permuted cyclically. Summing over J′ removes P_J′ and leaves Tr(P_J S²) = (2J+1)S(S+1). The term J′ = J is (2J+1)c_J² J(J+1). Moving it to the other side gives

W(J+1,J) + W(J−1,J) = (2J+1)[S(S+1) − c_J² J(J+1)].   (1)

The lowest J of the term is |L−S|, with no level below it, so this relation fixes all strengths one after another. Its solution is

W(J,J−1) = F(J)/4,
F(J) = [(L+S+1)² − J²][J² − (L−S)²]/J.   (2)

To verify this, set X = J(J+1), u = L(L+1), t = S(S+1), a = (L+S+1)² and b = (L−S)². Multiplying out (2),

F(J) = −J³ + (a+b)J − ab/J.

Three identities are needed:

(J+1)³ + J³ = (2J+1)(X+1),
a + b = 2(u+t) + 1,
ab = [(L+S+1)(L−S)]² = (u−t)².

Also 1/J + 1/(J+1) = (2J+1)/X. Adding the two values of F,

F(J+1) + F(J) = (2J+1)[−X − 1 + 2(u+t) + 1 − (u−t)²/X]
= (2J+1)[−X² + 2X(u+t) − (u−t)²]/X.

Since c_J = (X+t−u)/(2X), four times the right side of (1) is

(2J+1)[4Xt − (X+t−u)²]/X
= (2J+1)[4Xt − X² − 2X(t−u) − (t−u)²]/X,

which is the same expression. The start is also right. If |L−S| > 0, then F(|L−S|) = 0, as the absence of a lower level requires. If L = S, the lowest level is J = 0, where the diagonal part vanishes and W(1,0) = S(S+1). Formula (2) gives F(1)/4 = [(2S+1)² − 1]/4 = S(S+1). At the upper end F(L+S+1) = 0, so no strength leads out of the multiplet.

**From matrix elements to susceptibility**

S_z conserves M, and for a given M each J occurs once. Ordinary second-order perturbation theory therefore applies in spite of the degeneracy in M. The energy of |J M⟩ is E_J + E₁B + E₂B², with

E₁ = μ_B g_J M,
E₂ = −μ_B² Σ_(J′≠J) |⟨J′M|S_z|JM⟩|²/(E_J′ − E_J).

Expand the Boltzmann factors to order B². The thermal average of E₁ vanishes because M and −M have equal weights. What remains is

A = A₀ − B²[⟨E₁²⟩/(2kT) − ⟨E₂⟩],

so that χ = ⟨E₁²⟩/(kT) − 2⟨E₂⟩. Within a level the average of M² is J(J+1)/3. The squared elements of S_z, summed over M, are W/3, because the three directions are equivalent. The second part of χ thus contributes, for level J,

[2/(2J+1)] Σ_J′ (W/3)/(E_J′ − E_J), with W = F/4.

The prefactor is 2/(3·4) = 1/6, and the lower neighbour enters with a negative denominator. The result is

χ = μ_B² Σ_J p_J [g_J² J(J+1)/(3kT) + α_J],   (3)

α_J = [F(J+1)/(E_(J+1) − E_J) − F(J)/(E_J − E_(J−1))]/[6(2J+1)].   (4)

Here p_J = (2J+1)exp(−E_J/kT)/Z is the population of the level, and terms with a missing neighbour are omitted. For J = 0 the first term in (3) is zero. The formula has been checked numerically against second derivatives of the free energy of the full matrix H. Deleting the blocks between different J from the moment operator left the first term of (3) alone.

A Landé Curie law thus needs two things: one populated level, and an α_J that is small compared with the Curie term g_J² J(J+1)/(3kT) of that level.

**Why Sm3+ and Eu3+**

The ground level has a single neighbour, at a distance Δ. Define two mean squares in that level:

C = g_J² J(J+1),
D = W/(2J+1).

C comes from the diagonal part of L + 2S and D from the off-diagonal part. Together they make up the mean square of L + 2S in the level. The Van Vleck contribution to μ_eff² is 3kTα = 2kTD/Δ, while the Curie contribution is C. Their ratio is

R = (2kT/Δ)(D/C).   (5)

A small gap helps, but D/C counts equally. The table uses one round model value, ζ = 1200 cm⁻¹, for every ion, so the differences come from L, S and J alone. At 300 K, where kT = 208.5 cm⁻¹:

ion    Δ/cm⁻¹     C        D       R
Nd3+    2200    13.09     1.91    0.028
Pm3+    1500     7.20     2.80    0.11
Sm3+     840     0.714    4.29    2.98
Eu3+     200     0       12.00    infinite
Tb3+    1200    94.50     1.50    0.0055

The other ions computed, Ce3+, Pr3+ and Dy3+ to Yb3+, have R below 0.02. Gd3+ has L = 0 and a single level, so within its Hund term it has no Van Vleck part.

For Sm3+ the decisive fact is a cancellation. With J(J+1) = S(S+1) = 35/4 and L(L+1) = 30,

c_J = (35/2 − 30)/(35/2) = −5/7, g_J = 2/7.

The projection of L on J is 1 − c_J = 12/7, and that of 2S is −10/7. They nearly cancel, leaving C = (4/49)(35/4) = 5/7 = 0.714. The off-diagonal part cancels only by half: since L = J − S, the elements of L between levels are those of −S, and L + 2S keeps those of S. Formula (2) gives

F(7/2) = (289/4 − 49/4)(49/4 − 25/4)/(7/2) = 60·6/(7/2) = 720/7,

so D = F/(4·6) = 30/7 = 4.29. Six sevenths of the mean square of L + 2S is thus off-diagonal. The gap is four times kT, so with D = C the ratio would be only 0.50, but D/C = 6 raises it sixfold:

R = (2 × 208.5/840) × 6 = 2.98.

In Eu3+ all of the mean square is off-diagonal. L and S are antiparallel and equal, so J = 0, but L + 2S = J + S does not vanish when it acts on the state: it leads to J = 1. With D = S(S+1) = 12, α₀ = 2D/(3Δ) = 8/λ.

Tb3+ has the same L and S as Eu3+, but the sign of λ is reversed. Its ground level is J = 6, where L and 2S add. C is then large and R is half a per cent.

The common ζ is a simplification, since the real one varies along the series. Its influence is easily traced: at fixed L, S and J, R is proportional to kT/ζ. To bring R down to 1 for Sm3+, ζ would have to be three times larger. To bring it up to 1 for Pm3+, ζ would have to be about nine times smaller.

**How large: Sm3+**

Here λ = 1200/5 = 240 cm⁻¹. With all levels included, the two parts of μ_eff² are:

T/K    Curie   Van Vleck   μ_eff
100    0.714     0.709      1.19
200    0.746     1.415      1.47
300    0.951     2.086      1.74
400    1.369     2.688      2.01

At 300 K the sum is 0.951 + 2.086 = 3.037, whose root is 1.74. The Landé value 0.845 is too small by a factor of two in the moment and of four in χ. The ground-level Curie and Van Vleck terms are equal when kT = CΔ/(2D) = 840/12 = 70 cm⁻¹, or about 101 K.

At 300 K the population of J = 7/2 is only 2.3 per cent. Even so, the Curie part has risen from 0.714 to 0.951, and a change of populations is the only thing that can alter it. The molar susceptibility is 0.00135, 0.00127 and 0.00127 cm³/mol at 200, 300 and 400 K. It is practically the same at 300 and 400 K, whereas a Curie law would lower it by a quarter. Dividing the table entries by T shows why: from 300 to 400 K the Van Vleck part of χ falls slightly, while the Curie part, fed by excited levels, rises.

**How large: Eu3+**

Here λ = 1200/6 = 200 cm⁻¹. Because L = S, c_J = 1/2 and g_J = 3/2 for every J ≥ 1. Formula (2) becomes F(J) = (49 − J²)J, so F(J)/(λJ) = (49 − J²)/λ, and for J ≥ 1

α_J = [(49 − (J+1)²) − (49 − J²)]/[6(2J+1)λ] = −1/(6λ).

What counts is strength divided by gap, and in this measure the level below outweighs the level above, hence the negative sign. For J = 1 the strength W is larger upward (22.5) than downward (12), but the upward gap is 2λ against λ, so the two terms are 11.25/λ and 12/λ. Inserting this in (3), with g_J²/3 = 3/4,

χ = μ_B² {[8p₀ − (1−p₀)/6]/λ + [3/(4kT)] Σ_(J≥1) p_J J(J+1)}.   (6)

At 300 K the populations of J = 0, 1, 2 and 3 are 0.4075, 0.4685, 0.1147 and 0.0090. The Van Vleck part of μ_eff² is

(3 × 208.5/200)(8 × 0.4075 − 0.5925/6) = 3.128 × 3.161 = 9.89.

The Curie part, from the same levels, is

(9/4)(2 × 0.4685 + 6 × 0.1147 + 12 × 0.0090) = 3.90,

and higher levels bring it to 3.91. The total is 13.80, so μ_eff = 3.71. More than a quarter of it is due to the moments of thermally populated levels, so off-diagonal elements alone do not account for Eu3+ at room temperature.

As T → 0 the ion is in J = 0 and χ = 8μ_B²/λ. Since N_A μ_B² per cm⁻¹ is 0.2607 cm³/mol, this is 8 × 0.2607/200 = 0.0104 cm³/mol. The susceptibility levels off at this value instead of diverging, and μ_eff goes to zero as √T.

**Where a Curie law returns**

The terms α_J belong to single levels. In the thermal sum each pair of neighbours J−1 and J contributes

μ_B² F(J)/(6Z) × [exp(−E_(J−1)/kT) − exp(−E_J/kT)]/(E_J − E_(J−1)).

When the gap is large compared with kT, only the lower level counts. If that is the ground level, Z reduces to its degeneracy times its Boltzmann factor and the contribution is independent of temperature; for a higher pair it follows the population of the lower level. When the gap is small, the quotient tends to exp(−E_J/kT)/(kT) and the contribution looks like a Curie term. It does not diverge for a vanishing gap, although each α_J does.

If kT far exceeds the width of the whole multiplet, all states of the term are equally likely. Then μ_eff² is the average of (L + 2S)² over the term. The average of L·S is zero, so

μ_eff² = L(L+1) + 4S(S+1).

This is a Curie law again, but with moments of 8.06 μ_B for Sm3+ and 7.75 μ_B for Eu3+. Room temperature is far from this limit for both ions.

**What to do in practice**

For Sm3+ at temperatures where the excited levels are empty, use

χ = K/T + χ₀,

with K from the Landé moment and χ₀ = N_A μ_B² α. In the model this serves up to about 200 K, where the Curie part has risen by 4 per cent. In a solid it also has a lower limit, set by the crystal field: a cubic field that splits J = 5/2 by about 190 cm⁻¹ lowers χ below this law by 15 to 25 per cent at 100 K and by 30 to 50 per cent at 50 K, depending on its sign. At higher temperatures use the full sum (3). For Eu3+ use (3) throughout.

Do not fit a Curie–Weiss law K′/(T − θ) to such data. The reciprocal of K/T + χ₀ is T/(K + χ₀T), with slope K/(K + χ₀T)². A Curie–Weiss line has slope 1/K′, so the tangent at temperature T gives, with R = χ₀T/K,

K′ = K(1+R)²,
θ = T − K′/χ = T − T(1+R) = −RT.

For Sm3+ near 100 K, where R ≈ 1, the tangent suggests a Curie constant four times too large and θ ≈ −100 K. This θ imitates antiferromagnetic exchange, though the model contains no interaction between ions.

The level energies matter. At 300 K, raising λ for Eu3+ from 200 to 300 and 400 cm⁻¹ lowers μ_eff from 3.71 to 3.40 and 3.17. If energies are known from spectroscopy, put them into p_J and into the denominators of (4) instead of using λJ. The strengths F remain usable as long as the levels consist mainly of the Hund term. Spin–orbit coupling to other terms, which the numbers above leave out, changes the intervals strongly and the strengths only slightly. Take the whole 4f^n configuration with typical Slater integrals and the same ζ = 1200 cm⁻¹. The ground levels stay about 95 per cent Hund term and D drops by about 3 per cent, but the first gap grows from 200 to about 320 cm⁻¹ for Eu3+ and from 840 to about 1090 cm⁻¹ for Sm3+. For Eu3+, μ_eff at 300 K falls from 3.71 to about 3.3 and the low-temperature χ from 0.0104 to about 0.006 cm³/mol. For Sm3+, C rises from 0.71 to 0.79, R falls from 3 to about 2, the Curie and Van Vleck terms cross near 145 K instead of 101 K, and μ_eff at 300 K falls from 1.74 to about 1.57. Formula (3) with these level energies and the unmodified g_J and F reproduces μ_eff at 100 and 300 K to within about 3 per cent.

The free-ion formulas also leave out crystal fields, exchange and core diamagnetism. A crystal field splits the J = 5/2 level of Sm3+ and, if its symmetry is lower than cubic, the J = 1 level of Eu3+. Once kT is no longer large compared with the splittings of the populated levels, or the splittings are no longer small compared with the gaps between levels, the free-ion formula fails and the crystal-field Hamiltonian must be diagonalized together with the Zeeman term. The basis should then include at least all populated J levels and their neighbours. If it is cut down to the ground level, the Van Vleck terms described here are lost again.

Calculated quantities

```
zeta = 1200 cm^-1; T = 300 K; kT = 208.51 cm^-1
N_A muB^2 per cm^-1 = 0.26074 cm^3/mol (CGS)
largest relative error, formula vs free energy = 2.9e-05
Ground level only, 300 K; C = g^2 J(J+1), D = off-diagonal mean square,
V = 3kT*alpha (C, D, V in muB^2); lam and gap in cm^-1; R = V/C
ion    L   S    J    lam     gap      C       D       V       R
Ce3+   3  0.5  2.5  1200.0  4200.0   6.429   0.571   0.057  0.0088
Pr3+   5  1.0  4.0   600.0  3000.0  12.800   1.200   0.167  0.0130
Nd3+   6  1.5  4.5   400.0  2200.0  13.091   1.909   0.362  0.0276
Pm3+   6  2.0  4.0   300.0  1500.0   7.200   2.800   0.778  0.1081
Sm3+   5  2.5  2.5   240.0   840.0   0.714   4.286   2.128  2.9787
Eu3+   3  3.0  0.0   200.0   200.0   0.000  12.000  25.021     inf
Tb3+   3  3.0  6.0  -200.0  1200.0  94.500   1.500   0.521  0.0055
Dy3+   5  2.5  7.5  -240.0  1800.0 113.333   1.667   0.386  0.0034
Ho3+   6  2.0  8.0  -300.0  2400.0 112.500   1.500   0.261  0.0023
Er3+   6  1.5  7.5  -400.0  3000.0  91.800   1.200   0.167  0.0018
Tm3+   5  1.0  6.0  -600.0  3600.0  57.167   0.833   0.097  0.0017
Yb3+   3  0.5  3.5 -1200.0  4200.0  20.571   0.429   0.043  0.0021
Sm3+: all levels; mu^2 parts in muB^2, mu_eff in muB
  T/K   chi/(cm^3/mol)  chiT/(cm^3 K/mol)  Curie   VanVleck  mu_eff
   10   0.009819        0.09819             0.7143   0.0709   0.8861
  100   0.001780        0.17802             0.7144   0.7092   1.1931
  200   0.001351        0.27019             0.7459   1.4147   1.4699
  300   0.001266        0.37980             0.9510   2.0862   1.7428
  400   0.001268        0.50730             1.3685   2.6883   2.0142
  populations at 300 K: J=2.5: 0.9767, J=3.5: 0.0232, J=4.5: 0.0002, J=5.5: 0.0000
  Lande moment of ground level = 0.8452 muB
  high-T limit of mu_eff = 8.0623 muB
Eu3+: all levels; mu^2 parts in muB^2, mu_eff in muB
  T/K   chi/(cm^3/mol)  chiT/(cm^3 K/mol)  Curie   VanVleck  mu_eff
   10   0.010430        0.10430             0.0000   0.8340   0.9133
  100   0.009710        0.97099             0.6597   7.1051   2.7866
  200   0.007219        1.44378             2.3248   9.2209   3.3979
  300   0.005752        1.72567             3.9116   9.8883   3.7148
  400   0.004889        1.95551             5.4843  10.1536   3.9545
  populations at 300 K: J=0: 0.4075, J=1: 0.4685, J=2: 0.1147, J=3: 0.0090
  Lande moment of ground level = 0.0000 muB
  high-T limit of mu_eff = 7.7460 muB
Sm3+ g_J = 0.28571; alpha*lam = 0.81633
Sm3+ ground level: Curie = Van Vleck term at T = 100.7 K
Eu3+ limit T->0: chi = 0.010430 cm^3/mol
Eu3+ at 300 K with lam = 200 cm^-1: mu_eff = 3.7148 muB
Eu3+ at 300 K with lam = 300 cm^-1: mu_eff = 3.3979 muB
Eu3+ at 300 K with lam = 400 cm^-1: mu_eff = 3.1650 muB
```
